# Area Scaling of the Weibull Breakdown Field in Ferroelectric Capacitors

## Problem

A ferroelectric film 10 nm thick is patterned into square capacitors of side 10 µm. Many of them are tested, each with a voltage that rises at a constant rate until the film breaks down. The nominal field \(E\) is the voltage divided by the film thickness. The fraction of capacitors that survive up to the field \(E\) follows a Weibull law,

\[
S_1(E)=\exp\!\left[-\left(\frac{E}{E_1}\right)^{b}\right],\qquad b=10,\qquad E_1=4\ \text{MV/cm}.
\]

Here \(b\) is the shape parameter and \(E_1\) the characteristic field. At \(E=E_1\) the survival probability is \(1/e\), so a fraction \(1-1/e=0.632\) has failed.

The same film is now patterned into squares of side 100 µm, which have a hundred times the area. Thickness, electrodes, temperature and ramp rate are held fixed.

1. By what percentage does the characteristic field change, and what law do the large capacitors follow?
2. What fraction of each kind fails on a ramp that stops at 2 MV/cm?
3. Which part of the small-capacitor data determines the answer for the large ones?

The Weibull law for one area does not by itself fix the law for another. A statement is needed about how a large capacitor is related to small ones. Divide the large capacitor into \(N=100\) parts, each of the size of a small capacitor, and assume that

- the large capacitor fails as soon as any one part fails;
- each part has the same breakdown statistics as a separate small capacitor;
- the breakdown fields of different parts are statistically independent.

The first assumption is natural for a parallel-plate capacitor. All parts share the same two electrodes, so a conducting path through one part short-circuits the whole. The other two are assumptions about the material and the patterning, and their failure is examined below.

## First estimate by scaling

The large capacitor breaks at its weakest part. Its typical breakdown field should therefore lie where about one part in \(N\) has failed. If \(F_1(E)=1-S_1(E)\) is the failure probability of one part, the expected number of failed parts is \(NF_1(E)\), and the estimate is

\[
N F_1(E_2)\approx 1 .
\]

For large \(N\) this requires a small \(F_1\). Write \(x=(E/E_1)^b\). Expanding the exponential gives

\[
F_1=1-e^{-x}=x-\frac{x^2}{2}+\dots\approx x .
\]

The condition becomes \(N(E_2/E_1)^b\approx1\). Dividing by \(N\) and taking the \(b\)-th root gives

\[
E_2\approx E_1N^{-1/b}.
\]

With \(N=100\) and \(b=10\) the factor is \(100^{-1/10}=10^{-0.2}\approx0.63\), a fall of about 37 percent.

The dependence on area is weak because the small capacitors are rather uniform. A large \(b\) means a narrow distribution, in which even the weakest of a hundred parts is not far below the typical one. In the limit \(b\to\infty\) all parts break at \(E_1\), and area has no effect.

The estimate leaves two questions open. It replaces a probability by an expected number, and it does not say what distribution the large capacitors follow.

## Exact solution

### The law for the large capacitor

The large capacitor survives up to \(E\) if all its \(N\) parts do. For independent parts the probabilities multiply:

\[
S_2(E)=\left[S_1(E)\right]^N .
\]

Raising an exponential to the power \(N\) multiplies its exponent by \(N\), so that

\[
S_2(E)=\exp\!\left[-N\left(\frac{E}{E_1}\right)^b\right].
\]

The factor \(N\) can be moved inside the bracket by writing it as \((N^{1/b})^b\):

\[
N\left(\frac{E}{E_1}\right)^b
=\left(\frac{N^{1/b}E}{E_1}\right)^b
=\left(\frac{E}{E_1N^{-1/b}}\right)^b .
\]

This is again a Weibull law with the same shape \(b\), and its characteristic field is

\[
\boxed{E_2=E_1N^{-1/b}} .
\]

For the capacitors of the problem,

\[
\frac{E_2}{E_1}=100^{-1/10}=0.631,\qquad
E_2=4\times0.631=2.52\ \text{MV/cm}.
\]

The characteristic field falls by \(1-0.631=0.369\) of its value for the small capacitors, or 37 percent. Since 1 MV/cm across 1 nm is 0.1 V, the characteristic breakdown voltages of the 10 nm film are 4.00 V and 2.52 V.

Two nearly equal numbers should be kept apart. The field factor is \(10^{-0.2}=0.63096\), while the failed fraction at the characteristic field is \(1-1/e=0.63212\). The first depends on \(N\) and \(b\), the second on neither, so their closeness is an accident of the chosen values.

The result was tested by drawing 20,000 groups of 100 random part strengths from the small-capacitor law and keeping the weakest of each group. The characteristic field of these minima was 0.6309 times that of the parts, and a Weibull fit to them gave a shape of 9.93. Both agree with the derivation within the sampling scatter.

### Other measures of strength

The factor does not depend on the choice of the characteristic field as the measure. Let \(E_{p}\) be the field at which a fraction \(p\) has failed, in a population with characteristic field \(E_c\). Then

\[
1-p=\exp\!\left[-\left(\frac{E_p}{E_c}\right)^b\right]
\quad\Rightarrow\quad
E_p=E_c\left[-\ln(1-p)\right]^{1/b}.
\]

The bracket is the same for both areas, so \(E_p\) falls by the same factor for every \(p\) between 0 and 1. The median is the case \(p=1/2\).

The mean follows from the survival probability. The probability density of breakdown is \(-dS/dE\), and integration by parts gives

\[
\langle E\rangle=-\int_0^\infty E\,\frac{dS}{dE}\,dE
=-\big[E\,S\big]_0^\infty+\int_0^\infty S\,dE
=\int_0^\infty S\,dE .
\]

The boundary term vanishes at zero because of the factor \(E\), and at infinity because \(S\) decays faster than any power. Substituting \(E=E_cu\) yields

\[
\langle E\rangle=E_c\int_0^\infty e^{-u^b}\,du .
\]

The integral contains \(b\) but not the area, so the mean also scales with \(E_c\). Numerical integration gives 3.805 MV/cm for the small capacitors and 2.401 MV/cm for the large ones, again in the ratio 0.631.

### Areas that are not whole multiples

The division into whole parts can be avoided. Suppose that weak spots are scattered independently over the film, and let \(n(E)\) be the mean number per unit area that fail at or below \(E\). The number of such spots in an area \(A\) is then Poisson distributed with mean \(An(E)\). The capacitor survives if there are none, which has the probability

\[
S(E;A)=e^{-An(E)} .
\]

Comparison with the Weibull law for the small area \(A_1\) gives

\[
n(E)=\frac{1}{A_1}\left(\frac{E}{E_1}\right)^b .
\]

For any other area \(A_2\), the characteristic field is reached when \(A_2n(E_2)=1\), which means \(E_2=E_1(A_2/A_1)^{-1/b}\). The area ratio takes the place of \(N\) and need not be an integer. The characteristic field also acquires a direct meaning: it is the field at which a capacitor contains, on average, one spot too weak to hold.

This was tested with randomly scattered spots and an area ratio of 2.5. The simulated field factor was 0.912, as the formula requires, and the fitted shape was 9.98.

The formula can be read in both directions. Shrinking the area a hundredfold multiplies the field by \(1/0.631\), a rise of 58.5 percent. The percentages differ because they refer to different starting values. To halve the field, the area must grow by \(2^b=2^{10}=1024\).

### Failures on a ramp to 2 MV/cm

For a small capacitor the exponent at 2 MV/cm is

\[
\left(\frac{2}{4}\right)^{10}=\frac{1}{1024}=9.77\times10^{-4},
\]

so the failed fraction is \(1-e^{-0.000977}=0.0976\) percent. For a large capacitor the exponent is a hundred times greater, and

\[
F_2=1-e^{-0.0977}=9.30\ \text{percent}.
\]

A moderate loss of characteristic field thus accompanies a large change in yield. While both fractions are small, the failed fraction grows in proportion to area. The ratio here is already somewhat below 100, because a capacitor with two or more failing parts still counts as one failure.

The same product of survival probabilities describes one hundred separate small capacitors wired in parallel. Under the stated assumptions, dividing a large electrode into small ones does not raise the field of first failure if the total area is unchanged. It helps if a failed element can be disconnected and the rest kept in use.

## Comparison of the estimate with the exact result

The scaling estimate gave the exact formula, although it used two approximations. To see why, keep the full failure probability in the condition \(NF_1=1\):

\[
N(1-e^{-x})=1
\quad\Rightarrow\quad
x=-\ln\!\left(1-\frac1N\right)=\frac1N+\frac{1}{2N^2}+\dots
\]

The exact characteristic field has \(S_2=e^{-Nx}=e^{-1}\), so \(x=1/N\). Since \(E\) is proportional to \(x^{1/b}\), the field from the unexpanded condition exceeds the exact one by the factor

\[
\left(1+\frac{1}{2N}+\dots\right)^{1/b}\approx1+\frac{1}{2Nb}.
\]

For \(N=100\) and \(b=10\) the excess is \(1/2000\), or 0.05 percent of \(E_2\). Replacing \(F_1\) by \(x\) removes this difference, because the characteristic field is defined by \(Nx=1\). The agreement of the two formulas therefore rests on that definition. At \(N=1\) the unexpanded condition fails altogether: it demands \(F_1=1\), which no finite field satisfies, while the exact formula correctly returns \(E_1\).

The comparison also answers the third question. At the characteristic field of the large capacitors, the failed fraction of small ones is

\[
F_1(E_2)=1-e^{-1/100}=0.995\ \text{percent}.
\]

The predicted characteristic field depends on the small-capacitor law near its weakest one percent. Other parts of the large-capacitor law draw on other levels: the 9.30 percent failure at 2 MV/cm rests on the 0.098 percent level, and the range from 1 to 99 percent failure of the large capacitors corresponds to 0.01 to 4.5 percent failure of the small ones. Consider the one-percent tail. To find ten failures in that tail on average, one must test \(10/0.00995\approx1005\) of them. The count then scatters by about \(\sqrt{10}\), or 32 percent of its mean. Because \(F_1\) varies as \(E^{10}\) in the tail, this corresponds to an uncertainty of about 3 percent in the field. With a few dozen capacitors the tail is hardly seen, and the prediction becomes an extrapolation of the Weibull law.

## When the conditions change

**Shape parameter.** The exponent is \(1/b\), so an error in \(b\) matters. With \(E_1\) and the area ratio held fixed, the fall is 43.8 percent for \(b=8\) and 31.9 percent for \(b=12\).

**Threshold field.** Suppose that no part fails below a field \(E_t\). A law with this property is

\[
S_1=\exp\!\left[-\left(\frac{E-E_t}{E_1-E_t}\right)^{c}\right],\qquad E>E_t .
\]

Let \(H=-\ln S_1\). Its logarithmic slope is

\[
\frac{d\ln H}{d\ln E}=\frac{cE}{E-E_t}.
\]

To keep the slope at \(E_1\) equal to 10, we need \(c=10(1-E_t/E_1)\). A trial threshold of 2 MV/cm gives \(c=5\). The large capacitor has \(NH=1\) at its characteristic field, and therefore

\[
E_2=E_t+(E_1-E_t)N^{-1/c}=2+2\times100^{-1/5}=2.80\ \text{MV/cm}.
\]

The fall is now 30.1 percent. Both laws have the same value and slope at \(E_1\), yet they differ in the tail. For very large areas, this law approaches \(E_t\), whereas the original one approaches zero.

**Edge failure.** If breakdown starts at weak spots along the patterned edge, the perimeter replaces the area. The perimeter ratio of the two squares is 10, and

\[
E_2=4\times10^{-1/10}=3.18\ \text{MV/cm},
\]

a fall of 20.6 percent. Capacitors of equal area but different perimeter can separate the two cases.

**Correlated parts.** If all parts of a capacitor broke at the same field, then \(S_2=S_1\) and area would have no effect. An intermediate case is obtained by giving each part a Gaussian variable

\[
z_i=\sqrt{\rho}\,g+\sqrt{1-\rho}\,h_i ,
\]

where \(g\) is shared by all parts of one capacitor, the \(h_i\) are independent, and all have zero mean and unit variance. Each \(z_i\) is converted to a breakdown field with the same cumulative probability, so every part keeps the original Weibull law. For \(\rho=0.2\) the characteristic field falls by 31.9 percent, and for \(\rho=0.5\) by 23.6 percent. The large capacitors then no longer follow a Weibull law of shape 10, and the factor depends on \(p\): the field at which 1 percent has failed still falls by about 37 and 33 percent, so correlation gives much less relief in the weak tail. Differences between capacitors in mean thickness or processing could act as such a shared factor.

**Time under stress.** The ramp rate was held fixed because breakdown takes time. A simple model assigns each capacitor a dose \(D\) and lets it fail when \(\int E^m\,dt=D\). On a ramp \(E=rt\) we have \(dt=dE/r\), so a breakdown field \(E_r\) means

\[
D=\frac1r\int_0^{E_r}E^m\,dE=\frac{E_r^{m+1}}{(m+1)r}.
\]

At fixed dose \(E_r\propto r^{1/(m+1)}\). For a trial exponent \(m=30\), a ramp ten times slower lowers the field of the large capacitor from 2.52 to 2.34 MV/cm, or by 7.2 percent. Testing the two areas at different rates would mix this shift with the effect of area.

A constant field \(E_h\) held for a time \(t\) reaches the same dose when \(E_h^mt=D\). Dividing by \(E_r^m\) and taking the \(m\)-th root gives

\[
\frac{E_h}{E_r}=\left[\frac{E_r}{(m+1)rt}\right]^{1/m}.
\]

With \(r=1\) MV/cm per second and \(t=10\) years \(=3.156\times10^8\) s,

\[
\frac{E_h}{E_r}=\left[\frac{2.524}{31\times3.156\times10^8}\right]^{1/30}=0.479,
\qquad E_h=1.21\ \text{MV/cm}.
\]

This is not a safe working field: in the model, 63 percent of the large capacitors have failed after ten years at it. At constant field the life is proportional to \(D\propto E_r^{m+1}\), so lives follow a Weibull law of shape \(b/(m+1)=10/31=0.32\). About 7 percent fail in the first day and 38 percent in the first year. For a fixed life, the area factor of the field is \(N^{-(m+1)/(mb)}=0.621\) rather than 0.631. A ramp test therefore cannot be read directly as a limit for long use.

## The real case

The film thickness, the breakdown field of a few MV/cm and a coercive field of roughly 1 MV/cm place the example in the regime of thin hafnium zirconium oxide capacitors. These are rough typical values, and the shape 10 is given by the problem. Together with the trial exponent \(m=30\), it implies a Weibull shape of only 0.32 in time, a failure rate that decreases with time, as in a population dominated by early defects rather than wear-out. A shape of 1 in time would require \(b=31\) at this \(m\), and the fall of the characteristic field would then be only about 14 percent. The thresholds, correlations and life exponent are trial values, chosen to show the size of each effect. The strength of a real device also depends on the time under stress, so the result compares areas only at a fixed ramp rate. With the trial life law, ten years of constant stress lower the characteristic field of the large capacitor from 2.52 to 1.21 MV/cm, close to the field needed for switching. Repeated switching, which can create or move defects, is not included.

Series resistance matters little here. A deliberately high leakage of 1 A/cm² through \(10^{-4}\) cm² and 100 Ω drops

\[
1\times10^{-4}\times100=0.010\ \text{V},
\]

or 0.40 percent of the 2.52 V at breakdown. For the trial values used here, edge failure changes the area effect most, reducing the fall from 37 to 21 percent. A correlation stronger than those tried could reduce it further, down to zero when all parts of a capacitor break at the same field. The 37 percent figure holds for the characteristic field when breakdown is spread over the area, the parts are independent, the Weibull law has been verified down to the one-percent tail, and both sizes are tested alike. Design needs more, because it usually allows only a small failed fraction \(p\) of the large capacitors. The field at which that fraction fails depends on the small-capacitor law near a failed fraction of \(p/100\), so the law must be verified down to that level. The values are collected in the numerical output below.

## Numbers as computed

```
Weibull shape: 10
film thickness: 10 nm
sides: 10 and 100 um
areas: 100 and 10000 um2
area ratio: 100
rough coercive field: 1.0 MV/cm
failed fraction at characteristic field: 0.63212
field factor: 0.63096
characteristic field, small: 4.000 MV/cm
characteristic field, large: 2.524 MV/cm
fall of characteristic field: 36.90 %
rise if area shrinks by same ratio: 58.5 %
breakdown voltages: 4.00 and 2.52 V
mean fields: 3.805 and 2.401 MV/cm
simulated field factor: 0.6309
simulated shape, large: 9.93
weak-spot test, area ratio: 2.5
weak-spot factor, simulated: 0.9117
weak-spot factor, formula: 0.9124
weak-spot shape, simulated: 9.98
small ones failed at large's field: 0.995 %
small ones to test for 10 such failures: 1005
drive field: 2.0 MV/cm
failed on ramp to drive field, small: 0.0976 %
failed on ramp to drive field, large: 9.30 %
area ratio that halves the field: 1024
fall for shape 8: 43.8 %
fall for shape 12: 31.9 %
perimeter ratio: 10
edge failure, field: 3.177 MV/cm
edge failure, fall: 20.6 %
fall, Gaussian correlation 0.2: 31.9 %
fall, Gaussian correlation 0.5: 23.6 %
trial threshold: 2.0 MV/cm
shape above threshold: 5.0
threshold case, field: 2.796 MV/cm
threshold case, fall: 30.1 %
trial life exponent: 30
ramp rate: 1.0 MV/cm/s
large, ten times slower ramp: 2.343 MV/cm
fall from slower ramp: 7.2 %
hold time: 10 years = 3.156e+08 s
large, constant field for that life: 1.21 MV/cm
hold field / ramp field: 0.479
trial leakage: 1.0 A/cm2
series resistance: 100 ohm
voltage lost in series, large: 0.010 V
lost share of voltage: 0.40 %
```
